# Splitting of the silicon Raman line under biaxial stress

## Problem

The optical phonon of unstressed silicon at the zone centre is threefold degenerate. Its two face-centred sublattices move against each other, and the three cube directions are equivalent. A thin (001) film, with $z$ along its normal and $x,y$ along the other cube axes, carries equal stresses $\sigma_{xx}=\sigma_{yy}=\sigma$. Its top surface is free and there is no shear stress. Tension is positive.

1. Show that, to first order in strain, three constants $p,q,r$ describe how the phonon responds, and derive the secular equation.
2. Find the frequency shifts under the biaxial stress and identify the modes.
3. Find the splitting and the combination of elastic constants that controls it.
4. Which mode appears in backscattering from the (001) surface?
5. Evaluate the shifts and the stress per unit shift for a 15 nm strained-silicon-on-insulator film at $\sigma=1$ GPa. How far can the answer be trusted?

The algebra uses atomic units, so $\hbar=1$ and a frequency is also a phonon energy. For part 5 use these rough typical values for silicon: $\omega_0=520$ cm$^{-1}$ (64.47 meV); $p,q,r=-1.5,-2.0,-0.6$ in units of $\omega_0^2$; $C_{11},C_{12},C_{44}=166,64,80$ GPa.

## Hints

**Hint 1.** Write the energy of a two-atom cell as a function of the strain $e_{ij}$ and the relative displacement $\mathbf u$ of the sublattices. Twofold rotations about the cube axes remove most of the coefficients.

**Hint 2.** The sublattices may shift when the crystal is sheared. Expand about the shifted position.

**Hint 3.** The free surface fixes $e_{zz}$ through $\sigma_{zz}=0$, not through $e_{zz}=0$.

**Hint 4.** For the splitting, subtract the eigenvalues before inserting Hooke's law.

**Hint 5.** The change of polarisability linear in $\mathbf u$ has three Cartesian indices. Apply the rotations of Hint 1 to it.

## Solution

### 1. The secular equation

Strain components are tensor components, so $e_{xy}$ is half the engineering shear angle. The strain is held fixed while the atoms vibrate, and the phonon wavevector is taken as zero. Silicon is nonpolar, so no long-range electric field separates longitudinal from transverse modes in the unstressed crystal.

A twofold rotation about $z$ reverses the sign of every $x$ and $y$ index; one about $x$ reverses every $y$ and $z$ index. A coefficient survives both if the numbers of $x$, $y$ and $z$ indices are all even or all odd. With four indices they must all be even, since three odd numbers have an odd sum. With three indices they must all be odd, which leaves $xyz$ and its permutations.

The terms that affect the force constants to first order in strain are therefore

$$
\begin{aligned}
E={}&\tfrac12K_0u^2+B(e_{yz}u_x+e_{xz}u_y+e_{xy}u_z)\\
&+G\,u_xu_yu_z+\tfrac12\sum_{ijkl}Q_{ijkl}u_iu_je_{kl}.
\end{aligned}
$$

The threefold rotation about $[111]$ permutes the axes cyclically, and a mirror exchanges $x$ and $y$. These operations leave three independent values of $Q$: $Q_{xxxx}$, $Q_{xxyy}$ and $Q_{xyxy}$.

Under shear the equilibrium displacement $\mathbf u^0$ is not zero. To first order, $\partial E/\partial u_z=0$ gives

$$K_0u_z^0+Be_{xy}=0,\qquad u_z^0=-\frac{B}{K_0}e_{xy}.$$

The force constants are the second derivatives $K_{ij}=\partial^2E/\partial u_i\partial u_j$ at $\mathbf u^0$:

$$K_{xx}=K_0+Q_{xxxx}e_{xx}+Q_{xxyy}(e_{yy}+e_{zz}),$$

$$K_{xy}=2Q_{xyxy}e_{xy}+Gu_z^0
=2\left(Q_{xyxy}-\frac{GB}{2K_0}\right)e_{xy}.$$

The factor 2 in the second line comes from the equal contributions of $e_{xy}$ and $e_{yx}$. The other elements follow by permuting axes. The sublattice shift changes the shear constant but leaves the two normal-strain constants alone.

Two atoms of mass $M$ moving against each other have reduced mass $\mu=M/2$, so $\mu\ddot u_i=-\sum_jK_{ij}u_j$ and $\omega_0^2=K_0/\mu$. Define

$$p=\frac{Q_{xxxx}}{\mu},\qquad q=\frac{Q_{xxyy}}{\mu},\qquad
r=\frac1\mu\left(Q_{xyxy}-\frac{GB}{2K_0}\right).$$

For $u_i\propto e^{-i\omega t}$ and $\lambda=\omega^2-\omega_0^2$, a nonzero solution requires

$$\det(\Lambda-\lambda\mathbf 1)=0,$$

$$\Lambda_{xx}=pe_{xx}+q(e_{yy}+e_{zz}),\qquad \Lambda_{xy}=2re_{xy},$$

with the remaining elements again given by permutation. This is the secular equation. The matrix $\Lambda$ is linear in strain, although its eigenvalues need not be linear in each separate strain component when several are present.

The eigenvalue gives a squared frequency. Expanding the square root,

$$
\omega-\omega_0=\omega_0\left(\sqrt{1+\frac{\lambda}{\omega_0^2}}-1\right)
=\frac{\lambda}{2\omega_0}-\frac{\lambda^2}{8\omega_0^3}+\cdots .
$$

The second term equals $-(\lambda/2\omega_0)^2/(2\omega_0)$: the square of the linear shift divided by twice the frequency. The shifts below keep the first term.

### 2. Strain and shifts

Let $e=e_{xx}=e_{yy}$. The free surface requires

$$0=\sigma_{zz}=C_{11}e_{zz}+2C_{12}e,
\qquad e_{zz}=-\frac{2C_{12}}{C_{11}}e.$$

The film thins when it is stretched in its plane. The in-plane stress is

$$
\begin{aligned}
\sigma&=(C_{11}+C_{12})e+C_{12}e_{zz}\\
&=\frac{C_{11}^2+C_{11}C_{12}-2C_{12}^2}{C_{11}}e
=\frac{D}{C_{11}}e,
\end{aligned}
$$

where $D=(C_{11}-C_{12})(C_{11}+2C_{12})$. The cubic compliances are $S_{11}=(C_{11}+C_{12})/D$ and $S_{12}=-C_{12}/D$. Their sum is $C_{11}/D$, so

$$e=(S_{11}+S_{12})\sigma,\qquad e_{zz}=2S_{12}\sigma.$$

All shear strains vanish. The matrix $\Lambda$ is diagonal, $r$ drops out, and the modes vibrate along the cube axes. The $z$ mode is a singlet:

$$\lambda_s=pe_{zz}+2qe=2\left[pS_{12}+q(S_{11}+S_{12})\right]\sigma.$$

The $x$ and $y$ modes form a doublet:

$$
\lambda_d=pe+q(e+e_{zz})
=\left[p(S_{11}+S_{12})+q(S_{11}+3S_{12})\right]\sigma.
$$

Dividing by $2\omega_0$,

$$\omega_s-\omega_0=\frac{pS_{12}+q(S_{11}+S_{12})}{\omega_0}\sigma,$$

$$\omega_d-\omega_0=
\frac{p(S_{11}+S_{12})+q(S_{11}+3S_{12})}{2\omega_0}\sigma.$$

The singlet has no factor 2 in its denominator because the two equal in-plane stresses contribute equally to its shift, which cancels the 2 from the square root.

### 3. The splitting

Subtracting the eigenvalues in terms of strain gives

$$
\begin{aligned}
\lambda_s-\lambda_d&=p(e_{zz}-e)+q(2e-e-e_{zz})\\
&=(p-q)(e_{zz}-e).
\end{aligned}
$$

From the strains above, $e-e_{zz}=(S_{11}-S_{12})\sigma$. The compliance difference is $(C_{11}+2C_{12})/D=1/(C_{11}-C_{12})$. Hence

$$\omega_s-\omega_d=-\frac{p-q}{2\omega_0(C_{11}-C_{12})}\sigma.$$

The splitting measures the difference between the normal and in-plane strains. The bulk stiffness $C_{11}+2C_{12}$ has cancelled. If $p=q$, the line moves without splitting at this order. Reversing the stress reverses both the shifts and the order of the two levels.

### 4. Which mode is seen

To first order in the vibration, the polarisability changes by $\sum_iR^{(i)}_{kl}u_i$. The twofold rotations allow $R^{(i)}_{kl}$ only when $i,k,l$ are all different. Equal biaxial strain preserves these rotations, so the rule also holds in the strained film. Let $a=R^{(z)}_{xy}$ and $b=R^{(x)}_{yz}=R^{(y)}_{xz}$.

In backscattering along $z$, the incoming polarisation $\mathbf i$ and the scattered polarisation $\mathbf s$ lie in the plane. The singlet has amplitude $a(s_xi_y+s_yi_x)$. Each doublet amplitude needs one $z$ component and is zero. The usual top-view measurement therefore sees the singlet. With incoming light polarised along $x$ and scattered light along $y$, the singlet amplitude is $a$. A strongly focusing lens adds rays tilted away from $z$, which let in a doublet signal that is weak compared with this singlet signal.

A (110) edge gives access to both modes. With both polarisations along $[1\bar10]$, the singlet amplitude is $-a$ and the doublet amplitudes vanish. With $\mathbf i$ along $z$ and $\mathbf s$ along $[1\bar10]$, the singlet vanishes. The $x$ and $y$ modes then have amplitudes $-b/\sqrt2$ and $b/\sqrt2$, giving a total intensity $b^2$. In principle, the splitting can thus be found from two spectra even when the lines overlap. Two conditions are hard to meet in a thin film. The stress normal to the edge face must vanish there, so the stress at the edge is not equally biaxial. A focused light spot is also hundreds of nanometres wide, so at the edge of a 15 nm film much of the signal can come from the silicon underneath.

### 5. Numbers and their reliability

The given stiffnesses yield $S_{11}=7.670$ and $S_{12}=-2.134$ TPa$^{-1}$. At 1 GPa the strains are

$$e=0.5536\,\%,\qquad e_{zz}=-0.4268\,\%.$$

The eigenvalues are

$$
\begin{aligned}
\frac{\lambda_s}{\omega_0^2}&=(-1.5)(-0.004268)+2(-2.0)(0.005536)\\
&\approx-0.01574,\\
\frac{\lambda_d}{\omega_0^2}&=(-1.5)(0.005536)+(-2.0)(0.005536-0.004268)\\
&\approx-0.01084.
\end{aligned}
$$

Multiplying by $\omega_0/2=260$ cm$^{-1}$ gives

$$\omega_s-\omega_0=-4.09\ \text{cm}^{-1},\qquad
\omega_d-\omega_0=-2.82\ \text{cm}^{-1}.$$

Tension lowers both lines. The splitting is

$$\omega_s-\omega_d=-\frac{520\times0.5}{2\times102}
\approx-1.27\ \text{cm}^{-1}\quad(-0.158\ \text{meV}).$$

The stress per unit shift is the inverse slope. For the singlet it is 244 MPa per cm$^{-1}$, or about 2.0 GPa per meV. For the doublet it is 355 MPa per cm$^{-1}$. These are magnitudes: a downward shift means tension. Both coefficients are defined for equal biaxial stress. If the two normal stresses differ, the singlet coefficient gives their mean, as the first variation shows. If the in-plane strain is wanted instead, the singlet moves by about $-7.4$ cm$^{-1}$ per per cent of strain.

**Test of the algebra.** The Stillinger–Weber potential provides a model crystal in which both sides of the formulas can be computed. Differentiating its energy gives $\omega_0=594.8$ cm$^{-1}$, $p,q,r=-1.850,-1.470,0.199$ in units of $\omega_0^2$, and $C_{11},C_{12},C_{44}=151.4,76.4,56.4$ GPa. Stresses of $\pm0.02$ GPa were then applied directly, with strain and sublattices relaxed together. The resulting singlet and doublet slopes, $-2.119$ and $-3.623$ cm$^{-1}$/GPa, agree with the formulas to all printed digits. For a randomly chosen strain direction, the three-constant matrix differs from the direct one by at most $9.4\times10^{-8}$ of its largest element.

With the sublattices clamped, the model's $r$ is $-1.264$ instead of $0.199$, while $p$ and $q$ stay the same within the test's tolerance of $10^{-4}$. The internal shift is therefore a large part of the shear response in this model. The potential confirms the algebra, but not the silicon parameters: its $r$ and its $p-q$ have signs opposite to those of the example. Its singlet consequently lies above its doublet under tension.

**Parameter errors.** The two terms in the singlet shift have opposite signs, so an error in the larger one is amplified. With everything else fixed, lowering or raising $|q|$ by 10 % changes the coefficient from 244 to 284 or 214 MPa per cm$^{-1}$. The same changes in $|p|$ give 235 or 255. With $p$ and $q$ known only to about 10 %, even the second digit of the coefficient is uncertain for a real film.

**Nonlinearity.** The square-root correction to the singlet is $-0.016$ cm$^{-1}$, which is negligible here. Nonlinear changes of strain and force constants can matter more. In the Stillinger–Weber crystal at 1 GPa, with stress referred to the unstrained area, the full singlet shift exceeds the linear one by 5.7 % in magnitude. This indicates a possible size for silicon, not a correction to apply.

**Film thickness.** The zero-wavevector assumption also has a limit. A film of thickness $d$ confines the phonon to a wavevector of order $\pi/d$ along $z$, where the optical branch lies lower. In the Stillinger–Weber crystal this lowers the singlet by roughly 0.05 cm$^{-1}$ at 15 nm, which a bulk reference would read as about 10 MPa of false tension. The effect grows as $1/d^2$ and is no longer small in films a few nanometres thick.

**Temperature.** A rough thermal rate of $-0.022$ cm$^{-1}$/K means that 20 K of laser heating shifts the line by $-0.44$ cm$^{-1}$. If the reference line is not heated, this is read as about 110 MPa of false tension. The rate is that of a freely expanding crystal; a film held in its plane by a cooler substrate shifts somewhat less.

**Line overlap and depth.** For a rough linewidth of 3 cm$^{-1}$, the splitting is 0.42 of the width, so the two lines merge into a single peak. Polarisation can separate them where the geometry gives access to both modes. The unstrained silicon below the film adds a line near $\omega_0$. If intensity decays as $e^{-z/\delta}$ on the way in and again on the way out, the film of thickness $d$ supplies the fraction

$$
\frac{\int_0^d e^{-2z/\delta}\,dz}{\int_0^\infty e^{-2z/\delta}\,dz}
=1-e^{-2d/\delta}.
$$

This ignores reflection and interference, and treats the oxide as transparent. For $d=15$ nm, a near-ultraviolet depth of roughly 10 nm gives 95 %. A green-light depth of roughly 1000 nm gives 3 %. For green light this is only a rough guide: interference in the film and the oxide can raise the film's share many times over, depending on the oxide thickness.

**Patterned films.** Cutting the film into narrow structures can break the assumption of equal stresses. If a narrow stripe relaxes completely across its width, the stress becomes uniaxial and the coefficient doubles, as the first variation shows.

## Variation 1: uniaxial stress along [110]

*A film carries a uniaxial stress $T$ along $[110]$. Find the three shifts. What does top-view backscattering measure?*

First take any plane stress in the film. Hooke's law gives

$$e_{zz}=S_{12}(\sigma_{xx}+\sigma_{yy}),$$

$$e_{xx}+e_{yy}=(S_{11}+S_{12})(\sigma_{xx}+\sigma_{yy}).$$

Since $e_{xz}=e_{yz}=0$, the $z$ mode does not mix with the others. Its shift is

$$
\omega_z-\omega_0=
\frac{pS_{12}+q(S_{11}+S_{12})}{2\omega_0}(\sigma_{xx}+\sigma_{yy}).
$$

Plane stress preserves the twofold rotation about $z$. This rotation reverses $u_x$ and $u_y$ but leaves the in-plane components of the polarisability unchanged, so the in-plane modes remain invisible from above. Top-view backscattering thus sees only the $z$ mode and measures the sum of the two normal stresses. For $T$ along $[110]$, $\sigma_{xx}=\sigma_{yy}=\sigma_{xy}=T/2$, so the sum is $T$ instead of $2\sigma$. The coefficient is 489 MPa per cm$^{-1}$, twice the biaxial value. A shift of $-4.09$ cm$^{-1}$ can mean 1 GPa of biaxial tension or 2 GPa of uniaxial tension, and this one line cannot tell them apart.

The shear strain is $e_{xy}=\sigma_{xy}/(2C_{44})=T/(4C_{44})$. The in-plane block of $\Lambda$ has equal diagonal elements and off-diagonal element $2re_{xy}$. Its eigenvectors lie along $[110]$ and $[1\bar10]$, with eigenvalues displaced by $+2re_{xy}$ and $-2re_{xy}$. Therefore

$$
\omega_{[110]}-\omega_{[1\bar10]}
=\frac{4re_{xy}}{2\omega_0}=\frac{r}{2\omega_0C_{44}}T,
$$

which is $-1.95$ cm$^{-1}$ at $T=1$ GPa. The normal strains are half those of the biaxial case at 1 GPa, so the centre of the pair moves by half the doublet shift, $-1.41$ cm$^{-1}$. The two modes move by about $-2.38$ and $-0.43$ cm$^{-1}$, while the $z$ mode moves by $-2.05$ cm$^{-1}$. The degeneracy is completely lifted.

Direct loading of the Stillinger–Weber crystal along $[110]$ gives a pair splitting of 1.047 cm$^{-1}$/GPa, equal to the formula's value to the printed digits. Its sign is positive because that model's $r$ is positive.

## Variation 2: hydrostatic pressure

*Replace the film stress by a uniform pressure $P$. Find the shift and the Grüneisen parameter $\gamma=-d\ln\omega/d\ln V$. How much of the biaxial shift comes from the volume change?*

Now $\sigma_{xx}=\sigma_{yy}=\sigma_{zz}=-P$, and all normal strains equal $\varepsilon=-P/(C_{11}+2C_{12})$. The matrix $\Lambda$ is $(p+2q)\varepsilon$ times the identity. The line does not split, and

$$
\omega-\omega_0=\frac{(p+2q)\varepsilon}{2\omega_0}
=-\frac{p+2q}{2\omega_0(C_{11}+2C_{12})}P.
$$

For negative $p+2q$, pressure raises the frequency. To first order $d\ln V=3\varepsilon$ and $d\ln\omega=(p+2q)\varepsilon/(2\omega_0^2)$, hence

$$\gamma=-\frac{p+2q}{6\omega_0^2}=\frac{5.5}{6}=0.917.$$

In the Stillinger–Weber crystal, a direct change of volume and this formula both give 0.798.

For the biaxial film, the trace of $\Lambda$ is $(p+2q)(2e+e_{zz})$. The mean shift of the three modes therefore depends on the volume change alone. At 1 GPa it is

$$\frac{-4.09+2(-2.82)}{3}\approx-3.24\ \text{cm}^{-1}.$$

The remaining change of shape moves the singlet by a further $-0.85$ cm$^{-1}$ and the doublet by $+0.42$ cm$^{-1}$. About four fifths of the singlet shift in this example thus comes from expansion of the cell, and the rest from its tetragonal distortion. The values of the worked example and of the test of the algebra are listed in the numerical output.

## Numbers as computed

```
MODEL POTENTIAL (Stillinger-Weber silicon)
bond length: 2.3517 angstrom
phonon wavenumber: 594.8 cm^-1
C11, C12, C44: 151.4, 76.4, 56.4 GPa
p, q, r: -1.8495, -1.4703, 0.1988 (w0^2)
r with sublattices clamped: -1.2642 (w0^2)
random strain, largest relative error: 9.4e-08
Grueneisen, direct and formula: 0.79835, 0.79835
singlet, direct and formula: -2.1189, -2.1189 cm^-1/GPa
doublet, direct and formula: -3.6229, -3.6229 cm^-1/GPa
singlet-doublet, direct and formula: 1.5039, 1.5039 cm^-1/GPa
[110] stress, z mode, direct and formula: -1.0595, -1.0595 cm^-1/GPa
[110] stress, pair splitting, direct and formula: 1.0474, 1.0474 cm^-1/GPa
EXAMPLE (rough typical silicon values)
w0: 520 cm^-1 = 64.47 meV
p, q, r: -1.5, -2.0, -0.6 (w0^2)
Grueneisen parameter: 0.917
C11, C12, C44: 166, 64, 80 GPa
S11, S12: 7.670, -2.134 1/TPa
biaxial stress: 1.0 GPa
strain in plane, normal: 0.5536, -0.4268 %
lambda singlet, doublet: -0.015740, -0.010838 (w0^2)
linear shift singlet, doublet: -4.092, -2.818 cm^-1
square-root shift singlet, doublet: -4.109, -2.825 cm^-1
linear singlet-doublet splitting: -1.275 cm^-1 = -0.1580 meV
singlet stress coefficient: 244.4 MPa per cm^-1 = 1971 MPa per meV
doublet stress coefficient: 354.9 MPa per cm^-1
singlet shift per unit in-plane strain: -739.3 cm^-1
uniaxial coefficient, z mode: 488.7 MPa per cm^-1
[110] stress, pair splitting: -1.950 cm^-1/GPa
RAMAN INTENSITY (singlet, doublet; relative)
(001) face, in x, out y: 1.000, 0.000
(110) edge, in and out [1-10]: 1.000, 0.000
(110) edge, in z, out [1-10]: 0.000, 1.000
NEGLECTED EFFECTS
square-root correction to singlet: -0.0162 cm^-1
all nonlinearity at this stress, SW model: 5.71 % of singlet shift
coefficient for |q| -10 %, +10 %: 284, 214 MPa per cm^-1
coefficient for |p| -10 %, +10 %: 235, 255 MPa per cm^-1
rough thermal shift rate: -0.022 cm^-1/K
heating by 20 K: shift -0.44 cm^-1, read as 108 MPa
rough linewidth: 3.0 cm^-1; splitting/linewidth: 0.42
film thickness: 15 nm
film share of signal, near UV (depth 10 nm): 95.0 %
film share of signal, green (depth 1000 nm): 3.0 %
```
